# SHAKE and RATTLE from Constraints on Positions and Velocities: verification in Python

```python
# RESULT UNDER TEST
# Atoms with masses M and forces F obey bond constraints sigma = |s|^2 - d^2 = 0.
# SHAKE: Verlet step with force -G(r_n)^T lambda, lambda fixed by sigma(r_new) = 0.
# RATTLE: the same positions, plus a multiplier mu fixed by G(r_new) v_new = 0.
# s: bond vector, d: bond length, G: gradient of sigma, A = G M^-1 G^T.
# Units: eV, angstrom, fs; masses are converted from u to eV fs^2/angstrom^2.
# The independent reference uses Lagrange's equations in bond angles.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import null_space

MASS_UNIT = const.atomic_mass * 1e10 / const.e


class System:
    def __init__(self, masses_u, bonds, lengths, force):
        self.m = np.array(masses_u, float) * MASS_UNIT
        self.w = np.repeat(self.m, 2)          # mass of each planar coordinate
        self.bonds = np.array(bonds)
        self.d = np.array(lengths, float)
        self.force = force


def bond_vectors(S, x):
    X = x.reshape(-1, 2)
    return X[S.bonds[:, 0]] - X[S.bonds[:, 1]]


def sigma(S, r):
    return (bond_vectors(S, r)**2).sum(1) - S.d**2


def gradient(S, r):
    s = bond_vectors(S, r)
    G = np.zeros((len(S.d), len(S.m), 2))
    for k, (i, j) in enumerate(S.bonds):
        G[k, i] = 2 * s[k]
        G[k, j] = -2 * s[k]
    return G.reshape(len(S.d), -1)


def position_stage(S, r, v, dt):
    G = gradient(S, r)
    half = v + dt / 2 * S.force(r) / S.w
    free = r + dt * half
    C = dt**2 / 2 * (G / S.w).T
    lam = np.zeros(len(S.d))
    for _ in range(30):                        # Newton iteration
        new = free - C @ lam
        res = sigma(S, new)
        lam = lam + np.linalg.solve(gradient(S, new) @ C, res)
        if np.max(np.abs(res)) < 1e-9:
            break
    return free - C @ lam, half - dt / 2 * (G.T @ lam) / S.w, lam


def velocity_stage(S, r, half, dt):
    G = gradient(S, r)
    trial = half + dt / 2 * S.force(r) / S.w
    mu = np.linalg.solve((G / S.w) @ G.T, G @ trial) * 2 / dt
    return trial - dt / 2 * (G.T @ mu) / S.w, mu, trial


def rattle(S, r, v, dt, steps, project=True):
    R, V, LAM, MU, TRIAL = [r], [v], [], [], []
    for _ in range(steps):
        r, half, lam = position_stage(S, r, v, dt)
        v, mu, trial = velocity_stage(S, r, half, dt)
        if not project:
            v = trial
        for store, item in zip((R, V, LAM, MU, TRIAL), (r, v, lam, mu, trial)):
            store.append(item)
    return [np.array(a) for a in (R, V, LAM, MU, TRIAL)]


def shake_step(S, r, old, dt, sweeps=25):
    """Two-step Verlet with bond-by-bond corrections along the old bonds."""
    new = 2 * r - old + dt**2 * S.force(r) / S.w
    X = new.reshape(-1, 2)
    s0 = bond_vectors(S, r)
    gamma = np.zeros(len(S.d))
    history = [sigma(S, new)]
    for _ in range(sweeps):
        for k, (i, j) in enumerate(S.bonds):
            s = X[i] - X[j]
            g = (s @ s - S.d[k]**2) / (4 * (s @ s0[k]) * (1 / S.m[i] + 1 / S.m[j]))
            X[i] -= 2 * g * s0[k] / S.m[i]
            X[j] += 2 * g * s0[k] / S.m[j]
            gamma[k] += g
        history.append(sigma(S, new))
    return new, gamma / dt**2, np.array(history)


def continuous_multiplier(S, r, v):
    G = gradient(S, r)
    rhs = G @ (S.force(r) / S.w) + 2 * (bond_vectors(S, v)**2).sum(1)
    return np.linalg.solve((G / S.w) @ G.T, rhs)


def continuous_acceleration(S, r, v):
    return (S.force(r) - gradient(S, r).T @ continuous_multiplier(S, r, v)) / S.w


def tangent_projection(S, r, v):
    """Closest tangent velocity in the kinetic-energy norm, by least squares."""
    Q = null_space(gradient(S, r))
    return Q @ np.linalg.solve(Q.T @ (S.w[:, None] * Q), Q.T @ (S.w * v))


def kinetic(S, v):
    return 0.5 * np.sum(S.w * v**2, axis=-1)


def show(label, value, unit="", fmt=".6f"):
    text = " ".join(format(float(x), fmt) for x in np.atleast_1d(value))
    print(f"{label}: {text} {unit}".rstrip())


# ---------- free rigid rotor: exact discrete solution ----------
rotor = System([10, 30], [[0, 1]], [1.0], lambda r: np.zeros(4))
speed, dt_rot = 0.02, 5.0
m1, m2 = rotor.m
red = m1 * m2 / (m1 + m2)
r_rot = np.array([m2, 0, -m1, 0]) / (m1 + m2)
v_rot = speed * np.array([0, m2, 0, -m1]) / (m1 + m2)
R, V, LAM, MU, _ = rattle(rotor, r_rot, v_rot, dt_rot, 100)
s = np.array([bond_vectors(rotor, x)[0] for x in R])
turn = np.arctan2(s[:-1, 0]*s[1:, 1] - s[:-1, 1]*s[1:, 0], (s[:-1]*s[1:]).sum(1))
ratio_x = speed * dt_rot / rotor.d[0]
assert np.allclose(turn, np.arcsin(ratio_x), atol=1e-11)
assert np.allclose(kinetic(rotor, V), kinetic(rotor, v_rot), rtol=1e-10)
assert np.allclose(LAM[:, 0], red*(1-np.sqrt(1-ratio_x**2))/dt_rot**2, atol=1e-9)
# A root exists just below the limiting time step and not just above it.
dt_limit = rotor.d[0] / speed
below = position_stage(rotor, r_rot, v_rot, 0.98 * dt_limit)[0]
above = position_stage(rotor, r_rot, v_rot, 1.02 * dt_limit)[0]
assert abs(sigma(rotor, below)[0]) < 1e-12 and sigma(rotor, above)[0] > 0.03
# One bond with forces: perpendicular part kept, parallel part reset.
pull = np.array([0.3, 0.2, -0.3, -0.2])
pulled = System([10, 30], [[0, 1]], [1.0], lambda r: pull)
s_new = bond_vectors(pulled, position_stage(pulled, r_rot, v_rot, dt_rot)[0])[0]
perp = speed * dt_rot + dt_rot**2 / 2 * pull[1] / red
assert np.allclose(s_new, [np.sqrt(1 - perp**2), perp], atol=1e-12)

print("ROTOR")
show("masses", rotor.m / MASS_UNIT, "u", ".1f")
show("bond length", rotor.d, "angstrom", ".2f")
show("relative speed", speed, "angstrom/fs", ".3f")
show("time step", dt_rot, "fs", ".1f")
show("turn per step, RATTLE", turn[0], "rad", ".8f")
show("turn per step, continuous motion", ratio_x, "rad", ".8f")
show("multiplier, position stage", LAM[0], "eV/angstrom^2", ".8f")
show("multiplier, continuous motion", continuous_multiplier(rotor, r_rot, v_rot),
     "eV/angstrom^2", ".8f")
show("largest time step with a root", dt_limit, "fs", ".1f")

# ---------- three-atom chain and its multiplier-free reference ----------
spring, rest = 5.0, 2.0


def chain_force(r):
    e = r[0:2] - r[4:6]
    length = np.sqrt(e @ e)
    f = -spring * (length - rest) * e / length
    return np.array([f[0], f[1], 0.0, 0.0, -f[0], -f[1]])


def chain_energy(r):
    e = r[..., 0:2] - r[..., 4:6]
    return 0.5 * spring * (np.sqrt((e**2).sum(-1)) - rest)**2


chain = System([10, 20, 30], [[0, 1], [1, 2]], [1.0, 1.5], chain_force)
q = sp.Matrix(sp.symbols("x y a b"))
qd = sp.Matrix(sp.symbols("xd yd ad bd"))
d1, d2 = chain.d
pos = sp.Matrix([q[0] + d1*sp.cos(q[2]), q[1] + d1*sp.sin(q[2]), q[0], q[1],
                 q[0] + d2*sp.cos(q[3]), q[1] + d2*sp.sin(q[3])])
jac = pos.jacobian(q)
vel = jac * qd
T = sum(chain.w[i] * vel[i]**2 for i in range(6)) / 2
span = sp.sqrt((pos[0] - pos[4])**2 + (pos[1] - pos[5])**2)
lagrangian = T - spring * (span - rest)**2 / 2
inertia = sp.hessian(T, list(qd))
drive = (sp.Matrix([lagrangian]).jacobian(q).T
         - sp.Matrix([T]).jacobian(qd).jacobian(q) * qd)
reduced = sp.lambdify((list(q) + list(qd),),
                      [inertia, drive, pos, vel, jac, vel.jacobian(q) * qd], "numpy")


def cartesian(y):
    out = reduced(y)
    return np.array(out[2], float).ravel(), np.array(out[3], float).ravel()


def reduced_motion(t, y):
    out = reduced(y)
    return np.concatenate([y[4:], np.linalg.solve(out[0], out[1]).ravel()])


y0 = np.array([0, 0, 0, 2.0, 0, 0, 0.02, -0.01])
v_first = cartesian(y0)[1]
y0[4:6] = -(chain.w * v_first).reshape(-1, 2).sum(0) / chain.m.sum()
r0, v0 = cartesian(y0)
dt = 1.0

# Continuous multiplier against the acceleration from the angle equations.
out = reduced(y0)
acc_ref = (out[4] @ np.linalg.solve(out[0], out[1]) + out[5]).ravel()
assert np.allclose(continuous_acceleration(chain, r0, v0), acc_ref, atol=1e-13)
lam_force = gradient(chain, r0).T @ continuous_multiplier(chain, r0, v0)
assert abs(lam_force @ v0) < 1e-12

# Second-order convergence to the reference trajectory.
ref = solve_ivp(reduced_motion, (0, 100), y0, method="DOP853", rtol=1e-11,
                atol=1e-13, t_eval=[30, 100])
r_end, v_end = cartesian(ref.y[:, 1])
runs, errors, v_errors = {}, [], []
for step in (1.0, 0.5, 0.25):
    runs[step] = rattle(chain, r0, v0, step, round(100 / step))
    errors.append(np.linalg.norm(runs[step][0][-1] - r_end))
    v_errors.append(np.linalg.norm(runs[step][1][-1] - v_end))
assert abs(errors[1] / errors[2] - 4) < 0.2
assert abs(v_errors[1] / v_errors[2] - 4) < 0.2

# SHAKE and RATTLE positions, and the relation between their multipliers.
R, V, LAM, MU, TRIAL = runs[1.0]
old, now, gap = R[0], R[1], 0.0
for n in range(1, 100):
    new, lam_shake, hist = shake_step(chain, now, old, dt)
    if n == 1:
        sweep_history, sweep_multiplier = hist, lam_shake
        B = (gradient(chain, new) / chain.w) @ gradient(chain, now).T
    gap = max(gap, np.max(np.abs(new - R[n + 1])))
    assert np.allclose(lam_shake, (LAM[n] + MU[n - 1]) / 2, atol=1e-8)
    old, now = now, new
assert gap < 1e-9
rate = B[0, 1] * B[1, 0] / (B[0, 0] * B[1, 1])
rate_seen = sweep_history[3, 0] / sweep_history[2, 0]
assert abs(rate_seen / rate - 1) < 0.05

# Velocity stage: tangent, least change, projected central difference.
radial = {}
for step in (1.0, 0.5):
    Rs, Vs, _, Ms, Ts = runs[step]
    worst = 0.0
    for n in range(1, len(Rs) - 1):
        central = (Rs[n + 1] - Rs[n - 1]) / (2 * step)
        assert np.max(np.abs(gradient(chain, Rs[n]) @ Vs[n])) < 1e-12
        assert np.allclose(tangent_projection(chain, Rs[n], central), Vs[n], atol=1e-11)
        assert np.allclose(tangent_projection(chain, Rs[n], Ts[n-1]), Vs[n], atol=1e-11)
        sb = bond_vectors(chain, Rs[n])
        fwd = bond_vectors(chain, Rs[n + 1] - Rs[n])
        bwd = bond_vectors(chain, Rs[n] - Rs[n - 1])
        along = (sb * bond_vectors(chain, central)).sum(1)
        formula = ((bwd**2).sum(1) - (fwd**2).sum(1)) / (4 * step)
        assert np.allclose(along, formula, atol=1e-12)
        worst = max(worst, np.max(np.abs(along / chain.d)))
    radial[step] = worst
assert abs(radial[1.0] / radial[0.5] - 4) < 0.4
excess = kinetic(chain, TRIAL) - kinetic(chain, V[1:])
for n in range(100):
    G = gradient(chain, R[n + 1])
    assert abs(excess[n] - dt**2/8 * MU[n] @ ((G/chain.w) @ G.T) @ MU[n]) < 1e-11
R_unprojected = rattle(chain, r0, v0, dt, 100, project=False)[0]
assert np.max(np.abs(R_unprojected - R)) < 1e-10

# Discrete multipliers against the continuous one at a point on the true path.
rm, vm = cartesian(ref.y[:, 0])
lam_c = continuous_multiplier(chain, rm, vm)
acc_m = continuous_acceleration(chain, rm, vm)
va = (bond_vectors(chain, vm) * bond_vectors(chain, acc_m)).sum(1)
Gm = gradient(chain, rm)
slope = np.linalg.solve((Gm / chain.w) @ Gm.T, 2 * va)
one_err, mean_err = [], []
for step in (0.5, 0.25):
    plus = position_stage(chain, rm, vm, step)[2]
    minus = position_stage(chain, rm, -vm, step)[2]
    one_err.append(np.linalg.norm(plus - lam_c))
    mean_err.append(np.linalg.norm((plus + minus) / 2 - lam_c))
    odd = (plus - minus) / (2 * step)
assert np.linalg.norm(odd - slope) < 0.01 * np.linalg.norm(slope)
assert abs(one_err[0] / one_err[1] - 2) < 0.2
assert abs(mean_err[0] / mean_err[1] - 4) < 0.2

# Drift when the continuous multiplier is used in velocity Verlet.
r, v = r0.copy(), v0.copy()
a = continuous_acceleration(chain, r, v)
sig, acc2 = [sigma(chain, r)], [(bond_vectors(chain, a)**2).sum(1)]
va0 = (bond_vectors(chain, v) * bond_vectors(chain, a)).sum(1)
for n in range(500):
    half = v + dt / 2 * a
    r = r + dt * half
    v = half + dt / 2 * a
    for _ in range(15):                        # acceleration depends on velocity
        a = continuous_acceleration(chain, r, v)
        v = half + dt / 2 * a
    sig.append(sigma(chain, r))
    acc2.append((bond_vectors(chain, a)**2).sum(1))
sig, acc2 = np.array(sig), np.array(acc2)
assert np.allclose(sig[1], dt**3 * va0 + dt**4 / 4 * acc2[0], atol=1e-13)
assert np.allclose(sig[2:] - 2*sig[1:-1] + sig[:-2], dt**4/2 * acc2[1:-1], atol=1e-11)
drift = np.sqrt(sig + chain.d**2) - chain.d
assert np.max(np.abs(drift[-1])) > 1e-3

# Long runs: constraints, energy, angular momentum, time reversal.
energy_error = {}
for step in (1.0, 0.5):
    Rl, Vl = rattle(chain, r0, v0, step, round(2000 / step))[:2]
    E = kinetic(chain, Vl) + chain_energy(Rl)
    dev = np.abs(E - E[0])
    energy_error[step] = dev.max()
    middle = len(dev) // 2
    assert dev[middle:].max() < 1.5 * dev[:middle].max()
    if step == 1.0:
        E_start = E[0]
        early, late = dev[:middle].max(), dev[middle:].max()
        bond_error = max(np.max(np.abs(np.linalg.norm(bond_vectors(chain, x), axis=1)
                                      - chain.d)) for x in Rl)
        spin = (chain.m * (Rl[:, 0::2]*Vl[:, 1::2] - Rl[:, 1::2]*Vl[:, 0::2])).sum(1)
        assert np.max(np.abs(spin - spin[0])) < 1e-9
assert bond_error < 1e-12
assert abs(energy_error[1.0] / energy_error[0.5] - 4) < 0.5
Rb, Vb = rattle(chain, R[-1], -V[-1], dt, 100)[:2]
return_error = np.max(np.abs(Rb[-1] - r0))
assert return_error < 1e-9 and np.max(np.abs(Vb[-1] + v0)) < 1e-9


# Symplectic form on the constrained phase space before and after five steps.
def two_form(steps):
    columns, h = [], 1e-4
    for k in range(8):
        ends = []
        for sign in (1, -1):
            y = y0.copy()
            y[k] += sign * h
            Rk, Vk = rattle(chain, *cartesian(y), dt, steps)[:2]
            ends.append(np.concatenate([Rk[-1], chain.w * Vk[-1]]))
        columns.append((ends[0] - ends[1]) / (2 * h))
    D = np.array(columns).T
    return D[:6].T @ D[6:] - D[6:].T @ D[:6]


form0, form5 = two_form(0), two_form(5)
form_error = np.max(np.abs(form5 - form0)) / np.max(np.abs(form0))
assert form_error < 1e-6

print("CHAIN, FIRST STEP")
show("masses", chain.m / MASS_UNIT, "u", ".1f")
show("bond lengths", chain.d, "angstrom", ".2f")
show("end spring constant", spring, "eV/angstrom^2", ".1f")
show("end spring rest length", rest, "angstrom", ".1f")
show("time step", dt, "fs", ".1f")
show("initial bond directions", y0[2:4], "rad", ".2f")
show("initial bond turning rates", y0[6:8], "rad/fs", ".3f")
free = r0 + dt * v0 + dt**2 / 2 * chain_force(r0) / chain.w
show("sigma of free step", sigma(chain, free), "angstrom^2", ".4e")
show("lambda_0", LAM[0], "eV/angstrom^2")
show("continuous lambda at start", continuous_multiplier(chain, r0, v0), "eV/angstrom^2")
tension = 2 * chain.d * LAM[0]
au_force = const.value("atomic unit of force") * 1e-10 / const.e
show("bond tensions 2 d lambda_0", tension, "eV/angstrom")
show("bond tensions 2 d lambda_0", tension / au_force, "hartree/bohr")
show("mu_1", MU[0], "eV/angstrom^2")
show("G v before velocity stage", gradient(chain, R[1]) @ TRIAL[0], "angstrom^2/fs", ".4e")
show("kinetic energy removed", excess[0], "eV", ".4e")
print("CHAIN, SECOND STEP BY SHAKE SWEEPS")
for n in range(4):
    show(f"sigma after {n} sweeps", sweep_history[n], "angstrom^2", ".3e")
show("convergence factor, seen and predicted", [rate_seen, rate], "", ".5f")
show("SHAKE multiplier", sweep_multiplier, "eV/angstrom^2")
show("mean of lambda_1 and mu_1", (LAM[1] + MU[0]) / 2, "eV/angstrom^2")
print("CHAIN, LONGER RUNS")
show("position error at 100 fs, dt 1, 0.5, 0.25 fs", errors, "angstrom", ".3e")
show("largest SHAKE-RATTLE position gap, 100 fs", gap, "angstrom", ".1e")
show("central-difference radial speed, dt 1, 0.5 fs", [radial[1.0], radial[0.5]],
     "angstrom/fs", ".3e")
show("bond drift, continuous lambda, 250 fs", drift[250], "angstrom", ".5f")
show("bond drift, continuous lambda, 500 fs", drift[500], "angstrom", ".5f")
show("largest RATTLE bond error, 2000 fs", bond_error, "angstrom", ".1e")
show("total energy at start", E_start, "eV")
show("largest energy error, 2000 fs, dt 1, 0.5 fs",
     [energy_error[1.0], energy_error[0.5]], "eV", ".3e")
show("largest energy error, first and second half", [early, late], "eV", ".3e")
show("return error after time reversal", return_error, "angstrom", ".1e")
show("relative change of symplectic form", form_error, "", ".1e")
print("ALL CHECKS PASSED")
```

Printed output:

```
ROTOR
masses: 10.0 30.0 u
bond length: 1.00 angstrom
relative speed: 0.020 angstrom/fs
time step: 5.0 fs
turn per step, RATTLE: 0.10016742 rad
turn per step, continuous motion: 0.10000000 rad
multiplier, position stage: 0.15585466 eV/angstrom^2
multiplier, continuous motion: 0.15546405 eV/angstrom^2
largest time step with a root: 50.0 fs
CHAIN, FIRST STEP
masses: 10.0 20.0 30.0 u
bond lengths: 1.00 1.50 angstrom
end spring constant: 5.0 eV/angstrom^2
end spring rest length: 2.0 angstrom
time step: 1.0 fs
initial bond directions: 0.00 2.00 rad
initial bond turning rates: 0.020 -0.010 rad/fs
sigma of free step: -3.9259e-05 -3.7321e-05 angstrom^2
lambda_0: -0.016140 -0.012943 eV/angstrom^2
continuous lambda at start: -0.019064 -0.013837 eV/angstrom^2
bond tensions 2 d lambda_0: -0.032281 -0.038830 eV/angstrom
bond tensions 2 d lambda_0: -0.000628 -0.000755 hartree/bohr
mu_1: 0.014585 0.004171 eV/angstrom^2
G v before velocity stage: 3.9872e-05 6.8922e-06 angstrom^2/fs
kinetic energy removed: 1.5257e-07 eV
CHAIN, SECOND STEP BY SHAKE SWEEPS
sigma after 0 sweeps: 9.282e-05 1.594e-05 angstrom^2
sigma after 1 sweeps: 4.959e-06 1.250e-10 angstrom^2
sigma after 2 sweeps: 1.390e-07 9.859e-14 angstrom^2
sigma after 3 sweeps: 3.896e-09 -4.441e-16 angstrom^2
convergence factor, seen and predicted: 0.02803 0.02803
SHAKE multiplier: 0.016917 0.004769 eV/angstrom^2
mean of lambda_1 and mu_1: 0.016917 0.004769 eV/angstrom^2
CHAIN, LONGER RUNS
position error at 100 fs, dt 1, 0.5, 0.25 fs: 1.394e-04 3.483e-05 8.706e-06 angstrom
largest SHAKE-RATTLE position gap, 100 fs: 2.4e-13 angstrom
central-difference radial speed, dt 1, 0.5 fs: 1.183e-05 2.959e-06 angstrom/fs
bond drift, continuous lambda, 250 fs: 0.01028 0.00115 angstrom
bond drift, continuous lambda, 500 fs: 0.03847 0.00445 angstrom
largest RATTLE bond error, 2000 fs: 4.4e-16 angstrom
total energy at start: 0.319513 eV
largest energy error, 2000 fs, dt 1, 0.5 fs: 2.707e-04 6.763e-05 eV
largest energy error, first and second half: 2.707e-04 2.707e-04 eV
return error after time reversal: 1.1e-15 angstrom
relative change of symplectic form: 4.8e-08
ALL CHECKS PASSED
```
